How A-Site Radius Variance Shifts the Metal-Insulator Transition in Manganites

**The decision: one average ion or several distinct ones**

A calculation for a mixed manganite perovskite must settle how to represent the A site. One choice puts the same average ion on every A site. The other builds a supercell with the actual ions and lets the oxygens relax. The first is cheaper, but two alloys with the same doping and the same mean ionic radius then become one material as far as size is concerned. If their metal-insulator transition temperatures differ because of size disorder, that calculation cannot show it.

These notes follow one route from size disorder to the transition temperature: unequal A ions displace oxygens, displaced oxygens weaken hopping, and weaker hopping disfavours the metal. Each link is worked out separately and then weighed against effects it leaves out. Algebra is in atomic units, with temperature treated as an energy. Numbers are in eV and Å, and transition temperatures are in K.

**What the mean fixes**

Let r_A, r_Mn and r_O be ionic radii, with r_Mn the average for the given doping x, and let d = r_Mn + r_O be the Mn–O length. The tolerance factor of an A ion is

t = (r_A + r_O)/(√2 d).

At fixed x the denominator is constant, so t is linear in r_A. Averaging over the A ions gives

<t> = (<r_A> + r_O)/(√2 d).

The mean tolerance factor contains <r_A> and no other property of the radius distribution. The variance

σ² = <r_A²> − <r_A>²

remains free. It appears in the spread of t, whose rms value is σ/(√2 d).

Two alloys with x = 0.3 and <r_A> = 1.230 Å serve as the example. The first contains La 0.7000, Ca 0.1092 and Sr 0.1908; the second Nd 0.7000, Sr 0.1569 and Ba 0.1431. With the tabulated radii listed in the numerical output, the second has

σ² = 0.7000(−0.067)² + 0.1569(0.080)² + 0.1431(0.240)² = 0.0124 Å².

The same sum for the first gives 0.0016 Å². Both have <t> = 0.925, while the rms spread of t is 0.014 in the first and 0.039 in the second. Barium supplies about two thirds of the larger variance, although it fills only a seventh of the sites.

**Contribution 1: the oxygen in its cage**

In the untilted structure an oxygen lies midway between two Mn ions. Four A ions surround it in the plane normal to the Mn–Mn line, at distance R = √2 d, in the directions

n_i = (±1, ±1)/√2.

Let δ_i = r_i − <r_A> be the radius deviation of neighbour i. Each A–O contact is a spring of stiffness k with rest length R + δ_i. This measures size from the mean structure: any misfit of the average ion is assigned to that structure, not to the disorder.

If the oxygen moves by a small transverse u, its distance to neighbour i becomes R − n_i·u to first order. The extension is this distance minus the rest length, −(n_i·u + δ_i), and the energy is

E = ½k Σ_i (n_i·u + δ_i)².

The two Mn–O springs add nothing at this order. Their length changes by u²/(2d), so their energy starts at u⁴. Setting the gradient of E to zero gives

(Σ_i n_i n_iᵀ) u = −Σ_i n_i δ_i.

Each diagonal element of the matrix is 4 × ½ = 2, and the off-diagonal elements cancel in pairs. Hence

u = −½ Σ_i n_i δ_i.

If all δ_i are equal, u vanishes because the four directions sum to zero. A uniform change of radius pushes equally from all sides; a difference between opposite neighbours moves the oxygen.

For ions placed at random, <δ_i δ_j> is σ² when i = j and zero otherwise. Therefore

<u²> = ¼ Σ_i (n_i·n_i) σ² = ¼ × 4σ² = σ².

The stiffness k has dropped out because the A–O contacts supply both the push and the restoring force. As a test, the full nonlinear cage energy was minimized for every occupation of the four sites. It gave <u²> = 0.0120 Å² for the high-variance alloy, 3% below σ², and agreed with σ² within 1% for the other.

Randomness matters here. Suppose the two ions facing each other across the oxygen have correlation <δ_i δ_j> = ρσ². Their directions satisfy n_i·n_j = −1, while adjacent directions are perpendicular and drop out. The double sum contains four ordered opposite pairs, so

<u²> = ¼(4σ² − 4ρσ²) = (1 − ρ)σ².

If opposite ions are always alike, ρ = 1 and the cage displacement vanishes whatever the variance. Thus σ² is a measure of displacement for a stated degree of order, and random placement is assumed from here on.

**Contribution 2: the rest of the lattice**

Neighbouring oxygens resist the displacement, and the A and Mn ions can also move. In the harmonic approximation the response is still linear in the radius deviations:

u_O = Σ_s G_Os δ_s,

where s runs over A sites and u_O is the transverse displacement relative to the midpoint of the two Mn neighbours. Uncorrelated δ_s give <|u_O|²> = σ² Σ_s |G_Os|². There are three oxygens per A site. Translation symmetry turns the sum over sources for a typical oxygen into a sum over oxygens for one source:

<u²> = κσ², with κ = (1/3) Σ_O |G_O0|².

For the isolated cage, one A ion displaces each of its twelve oxygens by half its radius deviation. Then κ = 12 × ¼ / 3 = 1, as before.

An estimate shows what O–O repulsion does. Hold all other ions still and give each of the eight nearest O–O pairs a spring k_OO. In either transverse direction, four of these pairs contribute ½ each, which adds 2k_OO to the 2k_AO from the A ions. The displacement shrinks by k_AO/(k_AO + k_OO), so

κ ≈ [k_AO/(k_AO + k_OO)]².

With both constants equal to 3 eV/Å² this gives 0.25. Relaxing every ion, with 15 eV/Å² for Mn–O, gives 0.19. With O–O springs three times softer, the estimate is 0.56 and the relaxed value is also 0.56. The estimate therefore accounts for most of the reduction, but the close agreement in the second case is not an identity, as the first shows. For very stiff O–O springs it remains a guide to the order of magnitude only: at 300 eV/Å² it gives 1.0 × 10⁻⁴, and the relaxed value is 0.6 × 10⁻⁴.

The superposition formula was tested on random arrangements of both alloys in a periodic supercell. The relaxed <u²> was 0.00234 Å² for the high-variance alloy, against κσ² = 0.188 × 0.0124 = 0.00233 Å², and 0.00031 Å² for the low-variance one, against the same value from the formula. The rms displacements are thus about 0.048 and 0.018 Å at the same mean tolerance factor.

**Contribution 3: hopping through a displaced oxygen**

An e_g electron passes between Mn ions through the oxygen p orbitals. Let α = u/d. The vectors from the two Mn ions to the oxygen have unit directions

n₁ = (α, 1)/√(1 + α²), n₂ = (α, −1)/√(1 + α²).

Assume first that each e_g lobe follows its bond. Each Mn then couples to the p orbital along its own bond, and the hopping is proportional to the overlap of these two p directions:

−n₁·n₂ = (1 − α²)/(1 + α²).

The minus sign makes the factor 1 for a straight bond. The bond length is d√(1 + α²). With the usual scaling of a p–d matrix element as length^(−7/2), two such elements give (1 + α²)^(−7/2). The energy separating the p and d levels is held fixed, and so is the Mn–Mn distance. Together,

f = (1 − α²)(1 + α²)^(−9/2) ≈ 1 − α² − (9/2)α² = 1 − cα², with c = 11/2.

Bending supplies 2 of this coefficient and stretching supplies 7/2.

As a second case, keep the 3z²−r² orbital fixed to the crystal axis while the oxygen moves sideways. Let ρ_π be the ratio of the π to the σ p–d coupling. To order α², and in units of the straight σ coupling, the amplitudes to the p orbitals along and across the axis are

P_z = 1 − 2α² + √3 ρ_π α²,
P_x = α(1 − √3 ρ_π).

The angular hopping factor is P_z² − P_x², because the paths through p_x have the opposite relative sign. Expanding it and adding the 7/2 from stretching gives

c = 15/2 − 2√3 ρ_π + (1 − √3 ρ_π)².

For ρ_π = −0.46 this is 12.3, more than twice the bond-following value. The calculation below uses 11/2 and treats the difference as an uncertainty in the model. Direct evaluation of the p–d couplings confirmed both coefficients, giving 5.50 and 12.32.

**Contribution 4: the energy of the metal**

Let K_M be the hopping energy per Mn in the metal. It is negative. The spins are taken as aligned, so each of the 1 − x e_g electrons per Mn moves in a band built from two orbitals. Displacement multiplies the hopping on bond b by f_b. To first order, the energy changes by the expectation value of the perturbation in the undisturbed state. The three bond directions are equivalent on average, so

δE_M = K_M(<f> − 1) = −K_M c<u²>/d² = |K_M| cκσ²/d².

The change is positive: disorder makes the metal less favourable. At finite temperature the same expression gives the first-order change of the free energy, with K_M a thermal average.

This step was tested by inserting a relaxed high-variance arrangement, with <u²> = 0.00233 Å², into the two-orbital model and diagonalizing it. The magnitude of the hopping energy fell by 0.316%; the formula gives 0.318%. With a lattice response this small, higher orders of bond disorder hardly matter in the untilted structure.

**Contribution 5: the balance between phases**

A loss of 0.3% in hopping energy looks too small to matter. If the transition temperature were simply proportional to bandwidth, it would fall by the same fraction. For the two alloys near 350 K, the difference would be 1.0 K.

A first-order transition behaves differently. It occurs where the free energies of the metal, M, and the less mobile phase, I, are equal:

F_M(T, σ²) = F_I(T, σ²).

The elastic cost of fitting unequal ions is assumed to be the same in both phases, with the same κ, and cancels. Let K_I be the hopping energy of phase I, and S_M and S_I the entropies per Mn. Moving along the coexistence line, the two free-energy changes must remain equal:

−S_M dT + |K_M|(cκ/d²)dσ² = −S_I dT + |K_I|(cκ/d²)dσ².

Collecting the dT terms on the left gives

(S_I − S_M)dT = −(|K_M| − |K_I|)(cκ/d²)dσ²,

and therefore

dT/dσ² = −(cκ/d²)(|K_M| − |K_I|)/(S_I − S_M).

For S_I > S_M, the transition temperature falls if the metal has more hopping energy to lose. If both phases have the same hopping energy, this mechanism gives no shift. If the entropy jump tends to zero, as it does when a transition becomes continuous, the formula ceases to apply.

Take a fully localized competitor, K_I = 0, with free spins but with its holes and orbitals in one fixed arrangement. Its entropy in units of k_B is (1 − x)ln 5 + x ln 4 = 1.54, and that of the metal is 0.13. The energy of the localized phase is adjusted so that the transition without disorder lies at 350 K; this temperature is an input.

With t₀ = 0.30 eV, |K_M| = 0.407 eV. Using d = 2.01 Å and k_B = 8.617 × 10⁻⁵ eV/K, the slope for the simple cage, κ = 1, is

−(5.5/2.0105²)(0.407)/(1.416 × 8.617 × 10⁻⁵) ≈ −4540 K/Å².

These values use a 20³ k-point mesh. Finer meshes leave |K_M| unchanged, lower the entropy of the metal from 0.126 to 0.125 and change the slope to about −4530 K/Å². The relaxed lattice multiplies the slope by 0.188, giving about −850 K/Å². The variance difference of 0.0108 Å² then implies a shift of −9.2 K.

Solving the equality of free energies numerically gives transition temperatures of 348.6 K and 339.4 K, again a difference of −9.2 K. For the cage, the temperatures are 342.6 K and 294.1 K, a difference of −48.5 K.

The shift is 9.5 times the bandwidth-scaling value. With K_I = 0, the ratio of the two expressions is

|K_M|/[T(S_I − S_M)] = 0.407/0.0427 = 9.5.

The denominator is the latent heat per Mn in eV. A small fraction of a large hopping energy is being compared with the much smaller energy difference between the phases. The band narrows very little; the balance is sensitive.

**Weighing what was left out**

The following estimates change one feature at a time and hold the other settings fixed.

*Cell size.* The stretching part of c assumes that the Mn–Mn distance does not respond. In fact stiff Mn–O bonds pull the cell inward when oxygens move sideways, which undoes much of the stretching. Letting the cell contract, with the same springs and the actual bond lengths, lowers the hopping loss of the high-variance alloy from about 0.31% to 0.18%. The difference between the alloys falls from −9 K to about −5 K.

*Softer O–O repulsion.* Raising κ from 0.19 to 0.56 changes the difference between the alloys from −9 K to about −27 K. Oxygen stiffness is therefore a leading uncertainty.

*Charge of the A ions.* The model distinguishes A ions by size alone, but an oxygen is also attracted less strongly by a 2+ ion than by a 3+ ion. To a first approximation, this makes each 2+ ion act as if its radius were larger by some length β. The effective variance then gains 2βx(1 − x)Δ + β²x(1 − x), where Δ is the mean radius of the 2+ ions minus that of the 3+ ion. The last term is the same in both alloys, but Δ is 0.22 Å in the high-variance alloy and 0.05 Å in the other. With β = 0.05 Å, an illustrative value, the effective variance difference, and with it the shift, grows by about a third.

*Orbital orientation.* Keeping the orbitals on the crystal axes changes the difference to about −21 K. This estimate applies the diagonal coefficient to all hopping and is correspondingly rough.

*Mobility in the hot phase.* If electrons continue to hop among random spins, strong Hund coupling multiplies each hop by cos(θ/2), where θ is the angle between neighbouring spins. With w = cos(θ/2), its average over directions is

½∫₀^π cos(θ/2) sin θ dθ = 2∫₀¹ w² dw = 2/3.

Taking this mean as a rough value for the ratio K_I/K_M leaves one third of the difference in hopping energy, and the shift falls to about −3 K at the same entropy jump. For a given entropy jump and lattice response, the shift by this route is therefore largest when the electrons lose all their mobility at the transition.

*A common mean tilt.* Let both alloys have a Mn–O–Mn angle of 165°, a rough value for manganites. The disorder in the high-variance alloy then removes 0.25% of the hopping energy, relative to the equally tilted crystal without disorder, instead of 0.32%. This result includes both the changed curvature of the hopping factor and the bond disorder caused by the tilt; it does not separate them. The lattice response κ was kept at its untilted value.

*Trapping of holes.* Relaxation also makes the six Mn–O lengths around an Mn unequal to those around its neighbours. A shorter bond raises the antibonding e_g level. The mean level is taken as

ε = ½t₀ Σ_b (ℓ_b/d)^(−7),

where ℓ_b are the six bond lengths. The factor ½ arises because each σ bond shifts the sum of the two e_g levels by t₀. A localized hole gains energy by removing an electron from a high level. If the holes occupy exactly the fraction x of sites with the highest levels, the gain per Mn is 0.0014 eV in the low-variance alloy and 0.0039 eV in the other. Dividing the difference between these gains by the entropy jump would give a further shift of 20 K between the alloys.

That filling is the zero-temperature limit, however, and the transition lies near 350 K. In the high-variance alloy the levels have an rms spread s of about 0.012 eV, well below k_BT = 0.030 eV. Holes free to move among the sites then favour the high levels only slightly. To second order in s, their free energy falls by

x(1 − x)s²/(2k_BT),

which is about 0.0005 eV per Mn. Free placement also adds 0.61 k_B to the entropy jump. The trapping gain then contributes only 2 to 3 K to the difference between the alloys, while the larger jump reduces the band-narrowing part from about 9 K to about 6 K. The two changes nearly cancel.

The splitting of the two e_g levels by unequal bonds is left out here; including it, with electrons free to choose their orbital, roughly doubles the gain. The metal also gains a little from uneven levels, which offsets about a fifth of the thermal mean-level gain and is likewise left out. Repulsion between holes is also ignored and would restrict their choice of sites. Bond lengths change linearly with the radius deviations, so s grows as σ. The gain therefore grows as σ in the zero-temperature limit, but as σ² when the holes are thermally spread over the sites.

**Comparison with real manganites**

In real manganites near x = 0.3, the transition temperature does fall as the variance rises at fixed mean radius, with a slope of order 10⁴ K/Å²; about 2 × 10⁴ K/Å² has been reported near this mean radius, which corresponds to roughly 200 K between two such alloys. The relaxed model gives the right sign but only about a twentieth of that size. Within the model, band narrowing by static displacements is thus enough to produce a difference, but it does not account for the size of the observed one.

The hopping and spring constants are rough typical values. The Mn–O length of 2.01 Å, a sum of radii, is a few per cent longer than is typical of these compounds; correcting it in the prefactor 1/d² alone would raise the slope by about twice that percentage. The full spin entropy is a more serious departure, because short-range magnetic order reduces the real jump. At fixed hopping energies, halving the jump would double the slope. In the other direction, free placement of holes and free choice of orbitals in the localized phase would add up to 1.1 k_B to the jump and reduce the band-narrowing shift to about −5 K. The same freedom lets the localized phase gain energy from uneven levels, however, and this restores most of the lost difference. Sr-rich manganites can have a nearly continuous transition, for which the coexistence formula is unsuitable; bandwidth scaling would leave only 1 K between these alloys.

For the choice of calculation, the useful quantity is the variance difference multiplied by the slope. Under the assumptions of the relaxed model, keeping the neglected shift below 1 K requires variances equal to within about 0.0012 Å². The example exceeds this ninefold, so an average A ion is inadequate for comparing its two transition temperatures at that accuracy. This tolerance belongs to the model and is too lenient for real manganites: with the observed slope, the variances must agree to better than 10⁻⁴ Å² for the same 1 K. Softer oxygens tighten the condition; a mobile hot phase or a cell free to contract relaxes it. Trapping of thermally free holes leaves it nearly unchanged, because the larger entropy jump offsets the energy gain.

Values computed for the example and the checks

```
doping x: 0.30; mean A radius: 1.230 angstrom
ionic radii (angstrom): La 1.216, Nd 1.163, Ca 1.180, Sr 1.310, Ba 1.470
radii O, mean Mn; Mn-O length d: 1.400, 0.6105; 2.0105 angstrom
hopping t0: 0.30 eV
springs Mn-O, A-O, O-O: 15.0, 3.0, 3.0 eV/angstrom^2
low-variance alloy: La 0.7000, Ca 0.1092, Sr 0.1908
  mean tolerance factor, its rms spread: 0.9250, 0.0142
  radius variance: 0.00163 angstrom^2
  cage <u^2>, nonlinear: 0.00162 angstrom^2
  supercell radius variance: 0.00163 angstrom^2
  supercell <u^2>, relaxed: 0.00031 angstrom^2
  rms u from kappa*variance: 0.0175 angstrom
  hopping loss, relaxed lattice: 0.042 %
  T_MI, relaxed lattice: 348.6 K
  T_MI, simple cage: 342.6 K
  hole-trapping gain per Mn: 1.437 meV
high-variance alloy: Nd 0.7000, Sr 0.1569, Ba 0.1431
  mean tolerance factor, its rms spread: 0.9250, 0.0391
  radius variance: 0.01239 angstrom^2
  cage <u^2>, nonlinear: 0.01202 angstrom^2
  supercell radius variance: 0.01241 angstrom^2
  supercell <u^2>, relaxed: 0.00234 angstrom^2
  rms u from kappa*variance: 0.0483 angstrom
  hopping loss, relaxed lattice: 0.317 %
  T_MI, relaxed lattice: 339.4 K
  T_MI, simple cage: 294.1 K
  hole-trapping gain per Mn: 3.920 meV
variance difference: 0.01076 angstrom^2
kappa, Mn and A frozen, no O-O springs: 1.0000
kappa, relaxed lattice: 0.1879
kappa, O-O springs three times softer: 0.5630
c, orbitals following bonds (numerical): 5.500
c, orbitals on crystal axes: 12.320; p-d pi/sigma ratio -0.46
test supercell <u^2>: 0.00233 angstrom^2
hopping-energy loss, diagonalized: 0.316 %
hopping-energy loss, formula: 0.318 %
mean tilt: angle 165 deg, u 0.265 angstrom
hopping-energy loss with mean tilt: 0.249 %
chosen zero-variance T_MI: 350 K
metal hopping energy K per Mn at that T: -0.4070 eV
localized-phase energy per Mn: -0.3642 eV
spin entropy, metal entropy per Mn: 1.5425, 0.1262 kB
slope dT/dvariance, cage: -4537 K/angstrom^2
slope dT/dvariance, relaxed lattice: -853 K/angstrom^2
T_MI difference high-low, relaxed lattice: -9.16 K
T_MI difference high-low, cage: -48.54 K
difference if T only scaled with bandwidth: -0.96 K
random-spin hopping factor: 0.6667
lattice difference if hot phase keeps that share: -3.05 K
lattice difference with crystal-axis orbitals: -20.53 K
extra difference from free hole trapping: -20.35 K
```
